\section*{Attraction between two opposite ferroelectric walls in quartic Landau theory}

Two flat ferroelectric walls of opposite sense, 5 nm apart, have in the example below an interaction energy of $-0.0182\ \mathrm{mJ/m^2}$. At 6 nm it is $-0.00246\ \mathrm{mJ/m^2}$. One extra nanometre has weakened the attraction 7.4 times, although each wall by itself costs $33.3\ \mathrm{mJ/m^2}$ at any distance. The factor is close to $e^2=7.39$, and both this factor and the size of the energy follow from the way the polarisation approaches its bulk value.

Let the polarisation $P(x)$ point along a fixed axis lying in the plane of the walls, and let it vary only along the wall normal $x$. Such walls carry no bound charge, and in an infinite medium there is no stray field. The energy per unit wall area, measured from the uniform state, is taken as
\begin{equation}
U[P]=\int\left[\frac g2P'^2+W(P)\right]dx,\qquad
W(P)=\frac b4\,(P^2-P_0^2)^2,\qquad P_0^2=\frac ab ,
\end{equation}
with $a,b,g>0$. Expanding the square gives $W=-aP^2/2+bP^4/4+aP_0^2/4$, the usual quartic Landau energy plus a constant that makes the bulk states $\pm P_0$ cost nothing.

For a single wall from $-P_0$ to $P_0$, complete a square:
\begin{equation}
\frac g2P'^2+W=\frac12\left(\sqrt g\,P'-\sqrt{2W}\right)^2+\sqrt{2gW}\,P' .
\label{eq:square}
\end{equation}
We may assume $|P|\le P_0$, since cutting off any excursion beyond $\pm P_0$ lowers both terms of the energy. Then $\sqrt{2W}=\sqrt{b/2}\,(P_0^2-P^2)$. The last term of (\ref{eq:square}) integrates to a number fixed by the end values of $P$, so the energy is least when the square vanishes. With
\begin{equation}
d=\sqrt{\frac{2g}{a}},\qquad b=\frac{a}{P_0^2}=\frac{2g}{d^2P_0^2},\qquad \sqrt{\frac{b}{2g}}=\frac1{dP_0},
\end{equation}
this condition reads
\begin{equation}
P'=\frac{P_0^2-P^2}{dP_0}\quad\Longrightarrow\quad P=P_0\tanh\frac xd ,
\end{equation}
with the zero of $P$ placed at $x=0$. Since $\sqrt{gb/2}=g/(dP_0)$, the wall energy is
\begin{equation}
s=\frac{g}{dP_0}\int_{-P_0}^{P_0}(P_0^2-P^2)\,dP=\frac{4gP_0^2}{3d}.
\label{eq:s}
\end{equation}
The part of the wall between $P=0$ and either bulk state costs $s/2$. It will also be useful that the energy density at $P=0$ is
\begin{equation}
W(0)=\frac{aP_0^2}{4}=\frac{gP_0^2}{2d^2}=\frac{3s}{8d}.
\label{eq:barrier}
\end{equation}

Now consider a domain with $P>0$ between two outer regions that tend to $-P_0$. Because the walls attract, no such state at finite separation is in equilibrium without an outside agent, and its energy has to be defined. We fix the zeros of $P$ at $x=\pm R/2$ and let $U(R)$ be the least energy under this constraint. The separation $R$ is thus the distance between zeros. The interaction energy is $U(R)-2s$.

The constraint cuts the problem into three independent pieces. In each outer region $P$ runs between $-P_0$ and 0, and (\ref{eq:square}), or its mirror image, shows that the minimum is half of an undisturbed wall, with energy $s/2$. Hence
\begin{equation}
U(R)=s+J(R),
\end{equation}
where $J(R)$ is the least energy of the inner piece with $P(\pm R/2)=0$. All dependence on $R$ sits in $J$.

To find how $J$ changes with $R$, write $x=R\xi$, so that the interval of $\xi$ is fixed:
\begin{equation}
J=\int_{-1/2}^{1/2}\left[\frac{g}{2R}\left(\frac{dP}{d\xi}\right)^2+R\,W(P)\right]d\xi .
\end{equation}
When $R$ changes, the profile $P(\xi)$ changes too, but to first order this costs nothing, because the profile is a minimum and its end values are fixed. Only the explicit $R$ has to be differentiated:
\begin{equation}
\frac{dJ}{dR}=\int_{-1/2}^{1/2}\left[-\frac{g}{2R^2}\left(\frac{dP}{d\xi}\right)^2+W\right]d\xi
=\frac1R\int_{-R/2}^{R/2}\left[W-\frac g2P'^2\right]dx .
\end{equation}
The minimising profile obeys $gP''=dW/dP$. Multiplying by $P'$ and integrating shows that $W-gP'^2/2$ is the same at every inner point. At the centre $P'=0$ and $P=P_m$, so the constant is $W(P_m)$, and
\begin{equation}
\frac{dU}{dR}=W(P_m).
\label{eq:force}
\end{equation}
This holds at any $R$, not just at large $R$. The right side is positive, so the energy falls as the walls approach: they attract. The attractive force per area is the Landau energy density at the middle of the domain, where the polarisation fails to reach $P_0$.

It remains to find $P_m$. Let $p=P/P_0$, $p_m=P_m/P_0$ and $c=1-p_m^2$. By (\ref{eq:barrier}), $W=(gP_0^2/2d^2)(1-p^2)^2$, and the first integral becomes
\begin{equation}
d^2p'^2=(1-p^2)^2-c^2 .
\end{equation}
From a wall to the centre $p$ rises from 0 to $p_m$ over the distance $R/2$. With $q=1-p^2$ we have $dp=-dq/(2\sqrt{1-q})$, and therefore
\begin{equation}
\frac Rd=2\int_0^{p_m}\frac{dp}{\sqrt{(1-p^2)^2-c^2}}=\int_c^1\frac{dq}{\sqrt{1-q}\,\sqrt{q^2-c^2}} .
\label{eq:width}
\end{equation}

Before taking $c$ small, look at the opposite end. Factoring $(1-p^2)^2-c^2=(p_m^2-p^2)(2-p_m^2-p^2)$ and putting $p=p_m\sin\theta$ turns (\ref{eq:width}) into
\begin{equation}
\frac Rd=2\int_0^{\pi/2}\frac{d\theta}{\sqrt{2-p_m^2(1+\sin^2\theta)}} .
\end{equation}
This grows steadily with $p_m$, from $\pi/\sqrt2$ at $p_m=0$ to infinity at $p_m=1$. For $R>\pi d/\sqrt2$ there is thus one positive solution. It is the minimum, because the rival $P=0$ is then unstable: adding $A\cos(\pi x/R)$ changes the energy at order $A^2$ by $(A^2R/4)(g\pi^2/R^2-a)$, which is negative. For smaller $R$ the quadratic energy is non-negative for every profile that vanishes at both ends, the quartic term only adds to it, and $P=0$ wins. Then $J=W(0)R$ and
\begin{equation}
U(R)=s+\frac{3s}{8d}R,\qquad R\le\frac{\pi d}{\sqrt2}.
\end{equation}
The force has stopped growing, whereas an exponential law would go on rising. As $R\to0$ the energy tends to $s$ and not to 0, because the constraint still holds $P=0$ at one point; releasing it frees the rest. An exponential law can therefore describe well separated walls but not their annihilation.

For well separated walls $c\ll1$. Write $1/\sqrt{1-q}=1+q\,h(q)$ with $h(q)=[(1-q)^{-1/2}-1]/q$. The first part of (\ref{eq:width}) is
\begin{equation}
\int_c^1\frac{dq}{\sqrt{q^2-c^2}}=\ln\frac{1+\sqrt{1-c^2}}{c}=\ln\frac2c+O(c^2).
\end{equation}
In the second part $h(q)$ is multiplied by $q/\sqrt{q^2-c^2}$, which tends to 1. With $t=\sqrt{1-q}$, so that $q=1-t^2$ and $dq=-2t\,dt$, the limit is
\begin{equation}
\int_0^1h(q)\,dq=\int_0^1\frac{1/t-1}{1-t^2}\,2t\,dt=\int_0^1\frac{2\,dt}{1+t}=2\ln2 .
\end{equation}
The error of this limit can be bounded. Since $h(0)=1/2$, write $h=1/2+q\,k(q)$, with $k$ finite at $q=0$ and integrable up to $q=1$. The constant gives $\sqrt{1-c^2}/2$ in place of $1/2$, an error $O(c^2)$. In the remainder, the range $q<2c$ contributes $O(c^2)$. For $q>2c$ we have $q/\sqrt{q^2-c^2}-1<c^2/q^2$, and the extra factor $q$ leaves $c^2\int k\,dq/q=O(c^2\ln(1/c))$. Altogether
\begin{equation}
\frac Rd=\ln\frac8c+O\!\left(c^2\ln\frac1c\right),\qquad
c=8e^{-R/d}\left[1+O\!\left(\frac Rd\,e^{-2R/d}\right)\right].
\label{eq:c}
\end{equation}
Because $c\simeq2(1-p_m)$, the polarisation at the centre is lower than $P_0$ by the fraction $4e^{-R/d}$. A single tanh wall at distance $R/2$ has the deficit $1-\tanh(R/2d)\simeq2e^{-R/d}$. The two tails simply add at the centre, which here is a result and not an assumption.

The force now follows from (\ref{eq:force}) and (\ref{eq:barrier}):
\begin{equation}
\frac{dU}{dR}=\frac{3s}{8d}\,c^2\simeq\frac{3s}{8d}\,64\,e^{-2R/d}=\frac{24s}{d}\,e^{-2R/d}.
\label{eq:F}
\end{equation}
The energy needs its value at infinite separation. The inner trial profile $P_0\tanh[(R/2-|x|)/d]$ consists of two half walls cut off at the centre, so $J<s$. On the other hand, (\ref{eq:square}) applied to each half of the inner domain gives $J\ge2\int_0^{P_m}\sqrt{2gW}\,dP$, which tends to $s$ as $P_m\to P_0$. Thus $U(\infty)=2s$, and integrating (\ref{eq:F}) from $R$ to infinity yields
\begin{equation}
U(R)-2s=-\int_R^\infty\frac{dU}{dR'}\,dR'=-12\,s\,e^{-2R/d}\left[1+O\!\left(\frac Rd\,e^{-2R/d}\right)\right].
\label{eq:law}
\end{equation}

The cut-off trial profile also shows where the energy comes from. It saves the two tails beyond the centre. In a tanh wall the energy density is $gP'^2$, with $P'\simeq(4P_0/d)e^{-2x/d}$ in the tail, so the saving is
\begin{equation}
2\int_{R/2}^\infty\frac{16gP_0^2}{d^2}\,e^{-4x/d}\,dx=\frac{8gP_0^2}{d}\,e^{-2R/d}=6\,s\,e^{-2R/d}.
\end{equation}
That is half of the answer. The other half is gained when the cusp at the centre relaxes into a smooth maximum. The sum of two tanh walls, $P_0\{\tanh[(x+R/2)/d]-\tanh[(x-R/2)/d]-1\}$, is smooth from the start, and at $R=6d$ its energy, with no relaxation, gives 0.9998 of the law.

For numbers take $P_0=50\ \mathrm{\mu C/cm^2}$, $a=2\times10^8\ \mathrm{V\,m/C}$ and $g=10^{-10}\ \mathrm{V\,m^3/C}$. Then
\begin{align}
d&=\sqrt{\frac{2\times10^{-10}}{2\times10^{8}}}\ \mathrm m=1.00\ \mathrm{nm},\\
s&=\frac{4\times10^{-10}\times0.5^2}{3\times10^{-9}}\ \mathrm{J/m^2}=33.3\ \mathrm{mJ/m^2}.
\end{align}
At $R=5$ nm the law gives $-12\times33.3\times e^{-10}=-0.01816\ \mathrm{mJ/m^2}$. Direct minimisation of the energy on a mesh of 0.01 nm, with the two zeros held fixed, gives $-0.01820\ \mathrm{mJ/m^2}$. The ratio of the minimised energy to the law varies with separation as follows:
\begin{equation}
\begin{array}{c|ccccc}
R\ (\mathrm{nm})&3&4&5&6&7\\ \hline
\text{ratio}&1.054&1.011&1.002&1.000&1.000
\end{array}
\end{equation}
From 3 to 4 nm the excess falls by a factor of about 5. The estimate $(R/d)e^{-2R/d}$ of the neglected term falls by 5.5, in fair agreement. Doubling the mesh step shifts the energy at 5 nm by 0.025 percent, so smaller deviations are not resolved. At 5 nm the minimised profile has $c=1-p_m^2=0.0540$, against $8e^{-5}=0.0539$, and the attraction is 36.5 kPa, against 36.3 kPa from (\ref{eq:F}). The full set of values is in the numerical output.

A field $E$ along the inner polarisation can hold the pair apart. Widening the domain by $dR$ turns a layer from $-P_0$ to $+P_0$ and changes the energy by $-2P_0E\,dR$, if $E$ is small enough to leave $P_0$ nearly unchanged. Balance with (\ref{eq:F}) requires
\begin{equation}
E=\frac{12s}{P_0d}\,e^{-2R/d}.
\label{eq:field}
\end{equation}
At 5 nm this is $8\times10^8\ \mathrm{V/m}\times e^{-10}=3.6\times10^4$ V/m, or $3.6\times10^{-4}$ MV/cm. In the minimisation this field cancels the attraction to within 0.2 percent. The balance is unstable: at fixed field the second derivative of the total energy is $-(48s/d^2)e^{-2R/d}<0$. A slightly narrower domain collapses and a slightly wider one grows.

The parameters lie in the rough range of perovskite-oxide ferroelectrics near room temperature, with polarisations of tens of $\mathrm{\mu C/cm^2}$ and wall energies of tens of $\mathrm{mJ/m^2}$. The half-width of 1 nm is on the wide side, since walls about one unit cell thick are also considered for such oxides. The model's uniform switching field, 0.385 MV/cm, is no forecast of a coercive field, because real samples switch by nucleation and wall motion. If defects hold a wall up to a rough 0.01 MV/cm, (\ref{eq:field}) shows that they outweigh the attraction beyond about 3.3 nm. Incomplete screening can matter as much. For a uniformly polarised film with a background permittivity of $10\,\varepsilon_0$, to which the response of the polarisation itself adds $1/(2a)\approx282\,\varepsilon_0$, one percent of unscreened surface charge produces a stray field of 0.019 MV/cm, some 50 times the balancing field at 5 nm; about 0.02 percent would match it. The exponential attraction can thus govern a real pair only at a few nanometres, with weak pinning and nearly perfect screening.

The crystal lattice enters in two ways. On a chain of cells 0.4 nm apart, with the same $a$, $b$ and $g$, the interaction energy at 4.8 nm is 1.125 times the continuum law. The chain also makes the energy of a wall depend on its position within a cell. For $d=1$ nm this barrier is $3\times10^{-7}s$. If it varies as a sine with the period of the lattice, its steepest slope exceeds the continuum attraction (\ref{eq:F}) beyond 8.0 nm. The attraction on the chain is somewhat stronger, so the actual limit lies slightly farther out. Reducing $g$ four times at fixed $a$ and $P_0$ halves $d$ and $s$. The barrier then rises to $6\times10^{-3}s$, and the same estimate gives a limit of 1.7 nm. When walls this thin are more than about 2 nm apart, the lattice keeps a flat pair from closing without thermal help.

The coefficient 12 and the decay length $d/2$ belong to the quartic energy. Multiply $W$ by $1+0.2\,P^2/P_0^2$, which adds a sixth-order term while $P_0$, $g$ and the barrier $W(0)$ stay fixed. The curvature of $W$ at $P_0$ rises by the factor 1.2, the tails decay faster, and the force at 5 nm drops to about two thirds of its quartic value. Thermal motion acts the other way. If two independent walls wander with Gaussian displacements of variance $u^2$ each, their separation has variance $2u^2$, and averaging $e^{-2R/d}$ multiplies the attraction by $e^{4u^2/d^2}$. At 300 K, for a square wall of side 100 nm with modes down to a wavelength $d$ and stiffness $s$, the rms displacement is about 0.3 nm and the factor is 1.5. The value depends on the cutoff: stopping at the wavelength $2\pi d$ gives 1.3. For walls far enough apart to wander independently this is an upper estimate, because it leaves out the bound charge that appears where a wall tilts along the polar axis, and the energy of that charge resists the wandering. Including it, with an isotropic relative permittivity between 100 and 1000 and the cutoff at $d$, lowers the factor to between 1.12 and 1.24 if the charge is treated as a thin sheet, and to between 1.16 and 1.28 if it is spread over the wall profile. At 5 nm the longest waves are no longer independent: in the balancing field, a ripple of the separation that runs across the polar axis grows if its wavelength exceeds about 95 nm, because the attraction then outweighs the wall stiffness. For the flat pair at 5 nm, the interaction energy equals $k_BT$ on an area of 228 $\mathrm{nm^2}$, a square about 15 nm across; on smaller patches thermal energy exceeds the attraction.

\section*{Numbers as computed}
\begin{verbatim}
P0 = 50.0 uC/cm2
a = 2.00e+08 V m/C
b = 8.00e+08 V m5/C3
g = 1.00e-10 V m3/C
half-width d = 1.0000 nm
wall energy s = 33.333 mJ/m2
s from minimisation = 33.333 mJ/m2
smallest domain width pi d/sqrt2 = 2.221 nm
R (nm), minimised E-2s (mJ/m2), law (mJ/m2), ratio:
  3  -1.0447e+00  -9.9150e-01  1.0536
  4  -1.3562e-01  -1.3419e-01  1.0107
  5  -1.8197e-02  -1.8160e-02  1.0020
  6  -2.4588e-03  -2.4577e-03  1.0005
  7  -3.3268e-04  -3.3261e-04  1.0002
mesh 0.02 vs 0.01 nm, shift at 5 nm = 0.025 %
sum of two tanh, 6 nm: energy/law = 0.9998
At R = 5 nm:
  central deficit c, minimised = 0.05400
  8 exp(-R/d) = 0.05390
  attraction dE/dR, minimised = 36.46 kPa
  24 s/d exp(-2R/d) = 36.32 kPa
  balancing field = 3.632e-04 MV/cm
  net/bare force in that field = 0.0015
uniform switching field of model = 0.385 MV/cm
Neglected effects:
  lattice cell = 0.40 nm
  lattice energy/law at 4.8 nm = 1.125
  d = 1.00 nm: s = 33.33 mJ/m2
    lattice barrier/s = 3.21e-07
    barrier holds walls beyond R = 8.03 nm
  d = 0.50 nm: s = 16.67 mJ/m2
    lattice barrier/s = 6.34e-03
    barrier holds walls beyond R = 1.72 nm
  sixth-order weight 0.2: force ratio, 5 nm = 0.665
  T = 300 K, wall side = 100 nm
  rms wall wandering (upper) = 0.315 nm
  thermal factor on attraction (upper) = 1.487
  area with |E-2s| = kT at 5 nm = 228 nm2
  background permittivity = 10 eps0
  stray field, 1 % unscreened = 0.0190 MV/cm
  unscreened part matching 5 nm force = 0.0188 %
  rough pinning field = 0.010 MV/cm
  pinning wins beyond R = 3.34 nm
\end{verbatim}
